# Plane-wave dispersion and grid requirements of central finite-difference Laplacians: a numerical check

```python
"""Dispersion relation of central finite-difference Laplacians.

Result under test: for the (2m+1)-point second difference of order 2m on
a grid of spacing h, a plane wave of wave number k has kinetic energy
    T_m = (1 / 2h^2) * sum_{n=1..m} a_n s^n,   s = sin^2(k h / 2),
    a_1 = 4,   a_{n+1} = a_n n^2 / ((n+1)(n+1/2)).
The relative deficit 1 - T_m/(k^2/2) equals 0.001 at theta = k h, which
gives N = 2 pi / theta grid points per wavelength.
Hartree atomic units: lengths in bohr, energies in hartree.
The stencil weights are found separately, from Taylor conditions.
"""
from fractions import Fraction
import math
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.linalg import eigvalsh
from scipy.optimize import brentq

TARGET = 0.001
HALF_WIDTHS = (1, 2, 4)
BOHR_IN_ANGSTROM = physical_constants["Bohr radius"][0] * 1e10


def taylor_weights(m):
    """Weights c_0..c_m for h = 1 from exactness on even powers."""
    matrix = sp.Matrix(m, m, lambda p, j: sp.Rational(
        2 * (j + 1) ** (2 * p + 2), sp.factorial(2 * p + 2)))
    rhs = sp.Matrix(m, 1, lambda p, _: 1 if p == 0 else 0)
    side = list(matrix.LUsolve(rhs))
    return [-2 * sum(side)] + side


def series_coefficients(count):
    """Derived coefficients a_1..a_count of theta^2 in powers of s."""
    a = [Fraction(4)]
    for n in range(1, count):
        a.append(a[-1] * Fraction(2 * n * n, (n + 1) * (2 * n + 1)))
    return a


def formula_symbol(theta, m):
    """Derived value of h^2 k^2 as seen by the grid."""
    s = np.sin(theta / 2) ** 2
    return sum(float(a) * s ** (n + 1)
               for n, a in enumerate(series_coefficients(m)))


def formula_error(theta, m):
    return 1 - formula_symbol(theta, m) / theta ** 2


def apply_stencil_to_wave(theta, c):
    """-h^2 D acting on exp(i theta x) at x = 0, by explicit summation."""
    total = complex(c[0])
    for j in range(1, len(c)):
        total += c[j] * (np.exp(1j * theta * j) + np.exp(-1j * theta * j))
    return -total.real


def measured_error(theta, c):
    return 1 - apply_stencil_to_wave(theta, c) / theta ** 2


def stencil_3d(c):
    """Offsets and weights of the three-dimensional Laplacian, h = 1."""
    entries = {}
    for axis in range(3):
        for j in range(-len(c) + 1, len(c)):
            offset = [0, 0, 0]
            offset[axis] = j
            key = tuple(offset)
            entries[key] = entries.get(key, 0.0) + c[abs(j)]
    return entries


def measured_error_3d(theta, direction, entries):
    unit = np.array(direction, float) / np.linalg.norm(direction)
    value = sum(w * np.exp(1j * theta * np.dot(unit, offset))
                for offset, w in entries.items())
    return 1 + value.real / theta ** 2


rng = np.random.default_rng(7)

# The full series must reproduce theta^2.
long_series = [float(a) for a in series_coefficients(400)]
for angle in (0.5, 1.5, 2.5):
    s_value = math.sin(angle / 2) ** 2
    total = sum(a * s_value ** (n + 1) for n, a in enumerate(long_series))
    assert abs(total - angle ** 2) < 1e-10

wave_number = 2.0
exact_energy = wave_number ** 2 / 2
wavelength = 2 * math.pi / wave_number
common_spacing = 0.3
print(f"target relative kinetic-energy error: {100 * TARGET:.1f} percent")
print(f"example wave number: {wave_number:.1f} 1/bohr")
print(f"example exact kinetic energy: {exact_energy:.4f} hartree")
print(f"example wavelength: {wavelength:.4f} bohr")

s = sp.symbols("s")
points_needed, work_needed = {}, {}
for m in HALF_WIDTHS:
    order = 2 * m
    exact_c = taylor_weights(m)
    c = [float(w) for w in exact_c]
    a = series_coefficients(m + 1)

    # Exact algebra: cos(j theta) is the Chebyshev polynomial of 1 - 2s.
    from_weights = -exact_c[0] - 2 * sum(
        exact_c[j] * sp.chebyshevt(j, 1 - 2 * s) for j in range(1, m + 1))
    from_series = sum(sp.Rational(a[n].numerator, a[n].denominator)
                      * s ** (n + 1) for n in range(m))
    assert sp.expand(from_weights - from_series) == 0

    # Leading error from the first Taylor condition that is violated.
    leading = sp.Rational((-1) ** (m + 1) * 2, sp.factorial(2 * m + 2)) * sum(
        exact_c[j] * j ** (2 * m + 2) for j in range(1, m + 1))
    derived = a[m] / 4 ** (m + 1)
    assert leading == sp.Rational(derived.numerator, derived.denominator)

    # Spectrum of the periodic matrix against the dispersion relation.
    size = 48
    ring = np.zeros((size, size))
    for i in range(size):
        for j in range(-m, m + 1):
            ring[i, (i + j) % size] -= c[abs(j)]
    allowed = 2 * np.pi * np.arange(size) / size
    assert np.allclose(eigvalsh(ring), np.sort(formula_symbol(allowed, m)),
                       atol=1e-11)

    # The error is positive and increasing up to the grid limit.
    scan = np.array([measured_error(t, c)
                     for t in np.linspace(0.3, np.pi, 300)])
    assert scan[0] > 0 and np.all(np.diff(scan) > 0)

    # Threshold from the formula, verified with the explicit stencil.
    theta = brentq(lambda t: formula_error(t, m) - TARGET, 0.01, np.pi,
                   xtol=1e-14)
    assert abs(measured_error(theta, c) - TARGET) < 1e-10
    points = 2 * math.pi / theta
    estimate = 2 * math.pi * (float(derived) / TARGET) ** (1 / order)
    whole = math.ceil(points)
    error_whole = measured_error(2 * math.pi / whole, c)
    error_fewer = measured_error(2 * math.pi / (whole - 1), c)
    assert error_whole <= TARGET < error_fewer

    # Oblique waves in three dimensions are never worse than axial ones.
    entries = stencil_3d(c)
    axial = measured_error_3d(theta, (1, 0, 0), entries)
    diagonal = measured_error_3d(theta, (1, 1, 1), entries)
    assert abs(axial - TARGET) < 1e-10
    for direction in rng.normal(size=(40, 3)):
        assert measured_error_3d(theta, direction, entries) <= axial + 1e-12

    # Random orbitals with wavelengths no shorter than the resolved one.
    harmonics = np.arange(1, 9)
    grid_size = 8 * whole
    phase = 2 * np.pi * np.arange(grid_size) / grid_size
    worst = 0.0
    for _ in range(20):
        amplitude = rng.normal(size=8) + 1j * rng.normal(size=8)
        orbital = np.exp(1j * np.outer(phase, harmonics)) @ amplitude
        second = c[0] * orbital
        for j in range(1, m + 1):
            second = second + c[j] * (np.roll(orbital, j)
                                      + np.roll(orbital, -j))
        grid_value = -np.vdot(orbital, second).real / np.vdot(
            orbital, orbital).real
        weight = np.abs(amplitude) ** 2
        exact_value = np.sum(weight * (2 * np.pi * harmonics / grid_size) ** 2
                             ) / np.sum(weight)
        deficit = 1 - grid_value / exact_value
        assert 0 < deficit <= error_whole + 1e-12
        worst = max(worst, deficit)

    spacing = wavelength / points
    grid_energy = apply_stencil_to_wave(wave_number * spacing, c) / (
        2 * spacing ** 2)
    common_error = measured_error(wave_number * common_spacing, c)
    work = points ** 3 * len(entries)
    points_needed[order], work_needed[order] = points, work

    print(f"ORDER {order}: weights c0.. = {', '.join(map(str, exact_c))}")
    print(f"  series coefficients a1.. = {', '.join(map(str, a[:m]))}")
    print(f"  leading error constant C = {derived}")
    print(f"  theta at target: {theta:.5f} rad")
    print(f"  points per wavelength: {points:.3f}"
          f" (leading-order estimate {estimate:.3f})")
    print(f"  error with {whole} points: {100 * error_whole:.4f} percent;"
          f" with {whole - 1}: {100 * error_fewer:.4f} percent")
    print(f"  example spacing: {spacing:.4f} bohr"
          f" = {spacing * BOHR_IN_ANGSTROM:.4f} angstrom")
    print(f"  example grid kinetic energy: {grid_energy:.5f} hartree")
    print(f"  error at spacing {common_spacing} bohr:"
          f" {100 * common_error:.6f} percent")
    print(f"  error at target theta along (1,1,1):"
          f" {100 * diagonal:.6f} percent")
    print(f"  largest error of 20 random orbitals, {whole} points"
          f" per shortest wavelength: {100 * worst:.4f} percent")
    print(f"  grid/exact energy at theta = pi:"
          f" {1 - measured_error(np.pi, c):.4f}")
    print(f"  3D points per cubic wavelength: {points ** 3:.1f};"
          f" stencil entries: {len(entries)}; multiplications: {work:.0f}")

assert work_needed[2] > work_needed[4] > work_needed[8]
for low, high in ((2, 4), (4, 8), (2, 8)):
    print(f"order {low} over order {high}: 3D points ratio"
          f" {(points_needed[low] / points_needed[high]) ** 3:.2f},"
          f" multiplications ratio"
          f" {work_needed[low] / work_needed[high]:.2f}")
print("no test failed")
```

Printed output:

```
target relative kinetic-energy error: 0.1 percent
example wave number: 2.0 1/bohr
example exact kinetic energy: 2.0000 hartree
example wavelength: 3.1416 bohr
ORDER 2: weights c0.. = -2, 1
  series coefficients a1.. = 4
  leading error constant C = 1/12
  theta at target: 0.10957 rad
  points per wavelength: 57.346 (leading-order estimate 57.357)
  error with 58 points: 0.0978 percent; with 57: 0.1012 percent
  example spacing: 0.0548 bohr = 0.0290 angstrom
  example grid kinetic energy: 1.99800 hartree
  error at spacing 0.3 bohr: 2.964231 percent
  error at target theta along (1,1,1): 0.033342 percent
  largest error of 20 random orbitals, 58 points per shortest wavelength: 0.0823 percent
  grid/exact energy at theta = pi: 0.4053
  3D points per cubic wavelength: 188585.0; stencil entries: 7; multiplications: 1320095
ORDER 4: weights c0.. = -5/2, 4/3, -1/12
  series coefficients a1.. = 4, 4/3
  leading error constant C = 1/90
  theta at target: 0.55145 rad
  points per wavelength: 11.394 (leading-order estimate 11.471)
  error with 12 points: 0.0815 percent; with 11: 0.1149 percent
  example spacing: 0.2757 bohr = 0.1459 angstrom
  example grid kinetic energy: 1.99800 hartree
  error at spacing 0.3 bohr: 0.139448 percent
  error at target theta along (1,1,1): 0.011314 percent
  largest error of 20 random orbitals, 12 points per shortest wavelength: 0.0677 percent
  grid/exact energy at theta = pi: 0.5404
  3D points per cubic wavelength: 1479.2; stencil entries: 13; multiplications: 19229
ORDER 8: weights c0.. = -205/72, 8/5, -1/5, 8/315, -1/560
  series coefficients a1.. = 4, 4/3, 32/45, 16/35
  leading error constant C = 1/3150
  theta at target: 1.20252 rad
  points per wavelength: 5.225 (leading-order estimate 5.444)
  error with 6 points: 0.0358 percent; with 5: 0.1380 percent
  example spacing: 0.6013 bohr = 0.3182 angstrom
  example grid kinetic energy: 1.99800 hartree
  error at spacing 0.3 bohr: 0.000491 percent
  error at target theta along (1,1,1): 0.001536 percent
  largest error of 20 random orbitals, 6 points per shortest wavelength: 0.0307 percent
  grid/exact energy at theta = pi: 0.6587
  3D points per cubic wavelength: 142.6; stencil entries: 25; multiplications: 3566
order 2 over order 4: 3D points ratio 127.49, multiplications ratio 68.65
order 4 over order 8: 3D points ratio 10.37, multiplications ratio 5.39
order 2 over order 8: 3D points ratio 1322.05, multiplications ratio 370.17
no test failed
```
